Why stress slows oxidation at both convex and concave silicon corners

**1. What symmetry and dimensions already decide**

Model the rounded part of a silicon corner as a long cylinder. The silicon interface has radius a and the free oxide surface has radius b. A convex corner is a rod, with b > a; a concave corner is a hole, with b < a. Let s = +1 for the rod and s = −1 for the hole. Tension counts as positive.

New oxide forms at the silicon and pushes the old oxide away, radially outward on a rod and inward in a hole. If the oxide is incompressible and moves only radially, the same volume crosses every circle, so the velocity is v = c/r, and c has the sign s. For a linear viscous oxide of viscosity η, every stress is proportional to ηc. Since ηc/b² has the dimension of stress,

mean stress: m = (ηc/b²) M(b/a)

radial stress on the silicon: σ_n = (ηc/b²) F(b/a)

The outer surface carries no load. An oxide of vanishing thickness therefore cannot press on the silicon, and F(1) = 0. If F passes through zero with a finite slope and has no other zero, it has opposite signs for b > a and b < a. As c also changes sign, the product σ_n has the same sign at both corners. M has no such reason to vanish at b = a; if it keeps one sign, the sign of the mean stress follows c.

Opposite radial stresses are thus not the explanation of retardation at both corners. What reverses is the mean stress. The functions M and F, derived next, confirm this and give the sign of σ_n.

**2. The flow and its stresses**

Let G be the volume of oxide made per unit interface area and time, and β the ratio of oxide volume to consumed silicon volume. The silicon vacates a volume G/β, and the remainder, G(1 − 1/β), must displace old oxide. Hence

v(a) = s(1 − 1/β)G

c = a v(a) = s(1 − 1/β)aG

The strain rates are dv/dr = −c/r² radially, v/r = c/r² in the hoop direction and zero along the axis (plane strain). Adding 2η times each strain rate to the mean stress gives

σ_rr = m − 2ηc/r²,  σ_θθ = m + 2ηc/r²,  σ_zz = m

Slow flow obeys the radial force balance

dσ_rr/dr + (σ_rr − σ_θθ)/r = 0

Inserting the stresses,

dm/dr + 4ηc/r³ − 4ηc/r³ = 0

so m is uniform. The condition σ_rr(b) = 0 fixes it, and σ_rr(a) follows:

m = 2ηc/b²

σ_n = 2ηc(1/b² − 1/a²) = m(1 − b²/a²)

Therefore M = 2 and F = 2(1 − b²/a²), which has the simple zero assumed above. On a rod m > 0 and the bracket is negative; in a hole m < 0 and the bracket is positive. The silicon is compressed radially in both cases.

Energy shows why. The dissipation per volume is the sum of stress times strain rate, 4ηc²/r⁴, which is positive. The free surface does no work, so the interface must supply this power. Per length of cylinder the interface delivers −2πa σ_n |v(a)|, because the oxide moves away from the silicon. This is positive only if σ_n < 0. The argument does not need a linear viscosity. It does need a load-free outer surface and negligible release of stored elastic energy.

A different source of stress can give opposite radial stresses. Suppose a film stress makes σ_θθ − σ_rr equal to the same constant h at both corners. Then dσ_rr/dr = h/r, and integration from the free surface gives

σ_n = −h ln(b/a)

which does change sign. For h < 0 the rod interface is under radial tension, which would help reaction. For h > 0 the hole interface is under radial tension, and the in-plane mean stress there, σ_n + h/2, is tensile too, which would help transport. So no single sign of h lets reaction retard the rod while reaction or transport retards the hole.

**3. Geometry without stress**

Let F_ox be the oxidant flux per interface area, N the number of oxidant molecules per oxide volume, C* the oxidant concentration at the free surface and C_i that at the silicon. Transport is quasi-steady and the gas supplies oxidant without resistance. Conservation makes the flux at radius r equal to F_ox a/r. With diffusivity D and reaction constant k,

C* − C_i = F_ox L/D,  L = a|ln(b/a)|

F_ox = kC_i

Eliminating C_i gives C* = F_ox(1/k + L/D). Since G = F_ox/N,

G = (C*/N)/(1/k + L/D)

Define A = 2D/k and B = 2DC*/N, and multiply numerator and denominator by D:

G₀ = (B/2)/(A/2 + L)

The subscript marks the absence of stress. For a flat face L is the thickness x, so G_flat = B/(A + 2x).

On a rod L = a ln(1 + x/a) < x: oxidant converges on the silicon and the rate rises. In a hole L = −a ln(1 − x/a) > x, and the rate falls. At equal thickness, geometry alone therefore slows the hole but speeds the rod.

Take a = 200 nm, x = 100 nm, B = 0.20 µm²/h and A = 0.50 µm. The lengths are L = 81 nm on the rod and 139 nm in the hole. In µm and hours,

flat: 0.10/(0.25 + 0.100) = 0.286 µm/h

rod: 0.10/(0.25 + 0.081) = 0.302 µm/h

hole: 0.10/(0.25 + 0.139) = 0.257 µm/h

G measures silicon consumption, which is G/β. Thickness grows differently, because old oxide stretches around a rod and is squeezed together in a hole. From da/dt = −sG/β, db/dt = c/b and x = s(b − a),

dx/dt = G[1/β + (1 − 1/β)a/b]

With β = 2.2 the bracket is 0.818 on the rod and 1.545 in the hole. The stress-free thickness rates are then 0.247 and 0.398 µm/h. By this measure the rod is slower than the flat face and the hole faster, the reverse of the order in G. A claim of retardation has to say which quantity is meant.

**4. How stress enters each step**

Let the normal stress act on reaction and the mean stress on diffusivity and solubility:

k ∝ exp(σ_n V_k/k_BT)

D ∝ exp(m V_D/k_BT)

C* ∝ exp(m V_S/k_BT)

The activation volumes V_k, V_D and V_S are taken as positive. This is a constitutive assumption, not a consequence of the flow. Since m is uniform, D and the solubility are uniform too, and the series resistance keeps its form:

G = (B/2) exp(mV_S/k_BT) / [(A/2) exp(−σ_nV_k/k_BT) + L exp(−mV_D/k_BT)]

A and B are the stress-free constants. The flat face has no flow stress in this model. The stresses on the right are proportional to G, so the equation is implicit. It can have more than one root, or none; the one used here connects to the stress-free rate as the stress is turned on, and is found numerically by bracketing.

For small stress it can be weighed by hand. Define the stress-free resistance shares

w_k = (A/2)/(A/2 + L),  w_D = L/(A/2 + L)

To first order the logarithm of the denominator changes by −(w_kσ_nV_k + w_DmV_D)/k_BT. Subtracting this from the numerator's change, mV_S/k_BT, and using σ_n = m(1 − b²/a²),

ln(G/G₀) = (m/k_BT) Q

Q = V_S + w_D V_D + w_k V_k(1 − b²/a²)

In a hole every term of Q is positive and m is negative, so all three steps retard growth. On a rod m is positive. Solubility and diffusivity then speed growth, and reaction is the one step that slows it. At small stress, a rod is retarded relative to its own stress-free rate only if Q < 0. At larger stress this test can fail: the reaction resistance grows exponentially, while the diffusion resistance can at most vanish. If V_k(b²/a² − 1) > V_S, the reaction resistance also outgrows the gain in solubility, so a rod with Q > 0 may still be retarded.

**5. Weighing the contributions at small stress**

Choose V_k = 25 Å³, V_D = 50 Å³ and V_S = 5 Å³. On the rod w_k = 0.755, w_D = 0.245 and b²/a² = 2.25:

Q = 5 + 0.245 × 50 − 0.755 × 25 × 1.25 = −6.3 Å³

Reaction wins, but it is opposed by contributions nearly three quarters as large. In the hole w_k = 0.643, w_D = 0.357 and b²/a² = 0.25:

Q = 5 + 0.357 × 50 + 0.643 × 25 × 0.75 = +34.9 Å³

The three terms are 5, 17.8 and 12.1 Å³. Diffusivity leads and reaction is not far behind.

The thin-oxide limit, with x much smaller than both a and A/2, is different. Then w_k ≈ 1, w_D ≈ 2x/A and b²/a² ≈ 1 + 2sx/a, so

Q ≈ V_S + 2x(V_D/A − sV_k/a)

As x → 0 solubility dominates at both corners. In this model a thin oxide on a rod is therefore accelerated by a small stress if V_S > 0. For the chosen volumes and a fixed at 200 nm, Q on the rod changes sign at x = 55 nm; this is the small-stress threshold only. In the opposite limit, b ≫ a, the term −w_kV_kb²/a² outgrows the others, since w_k falls only logarithmically, and reaction retards the rod.

If V_S = 0, the thin-oxide rod is retarded when a < AV_k/V_D, here 250 nm. The same radius divides thin-oxide holes in which reaction contributes more (smaller a) from those in which diffusivity does (larger a). No step dominates at a concave corner for every radius and thickness.

**6. The rod at finite stress**

Take T = 1173 K, so that k_BT = 0.101 eV, and an effective viscosity η = 2.0 × 10¹² Pa s. The implicit equation gives G = 0.228 µm/h = 6.32 × 10⁻¹¹ m/s. Then

c = 0.5455 × 2.00 × 10⁻⁷ × 6.32 × 10⁻¹¹ = 6.90 × 10⁻¹⁸ m²/s

m = 2 × 2.0 × 10¹² × 6.90 × 10⁻¹⁸/(3.00 × 10⁻⁷)² = +0.31 GPa

σ_n = −1.25m = −0.38 GPa

These stresses multiply k by 0.554, D by 2.58 and C* by 1.10. Inserting the factors reproduces the rate:

G = 0.10 × 1.10/(0.25/0.554 + 0.081/2.58) = 0.228 µm/h

This is 0.80 of the flat rate at the same thickness. With one activation volume switched on at a time, and the stress recomputed for each rate, G is 0.200 µm/h for reaction alone, 0.374 for diffusivity alone and 0.349 for solubility alone. The stress-free value is 0.302. Reaction is therefore the cause of retardation on this rod, and the tensile mean stress weakens it.

For a thinner oxide, 20 nm at the same interface radius, stress raises G from 0.372 to 0.393 µm/h, against 0.370 on a flat face. In this model that rod is not retarded in silicon consumption. At this viscosity stress changes from speeding to slowing the rod near x = 25 nm, not at the small-stress value of 55 nm. The acceleration relies partly on the gain in solubility at the silicon, which section 9 qualifies. For much thinner oxide the constant-viscosity model fails: as x → 0 the equation becomes G = (B/A) exp(mV_S/k_BT) with m = 2η(1 − 1/β)G/a, which has a root only if 2η(1 − 1/β)(B/A)V_S/(a k_BT) ≤ 1/e ≈ 0.368, and here that group is 0.374.

**7. The hole at finite stress**

Here G = 0.053 µm/h, m = −0.64 GPa and σ_n = 0.75m = −0.48 GPa. The factors are 0.474 for k, 0.137 for D and 0.820 for C*. Hence

G = 0.10 × 0.820/(0.25/0.474 + 0.139/0.137) ≈ 0.053 µm/h

This is 0.19 of the flat rate. Reaction alone would give 0.094 µm/h, diffusivity alone 0.061 and solubility alone 0.148, against 0.257 without stress. These reductions do not multiply, because the reaction and diffusion resistances add and because a slower rate also lowers the stress that causes it.

Stress also changes the controlling step. Without it the reaction term, 0.25 µm, exceeds the diffusion term, 0.139 µm. With it they become about 0.53 and 1.01 µm, so diffusion now supplies most of the resistance.

Both corners are also retarded in thickness growth: dx/dt is 0.186 µm/h on the rod and 0.082 in the hole, below the flat 0.286. These are rates at one fixed radius and thickness, not thicknesses accumulated over a whole oxidation.

**8. When the oxide yields**

At stresses of this size a constant viscosity is doubtful. Let τ be half the magnitude of the hoop–radial stress difference, and use the Eyring law

τ = τ₀ asinh(η₀γ̇/τ₀),  γ̇ = 2|c|/r²,  τ₀ = 2k_BT/V₀

A chosen V₀ = 300 Å³ gives τ₀ = 0.108 GPa. The force balance and mean stress are now

dσ_rr/dr = 2sτ/r,  m(r) = σ_rr + sτ

dm/dr = s(2τ/r + dτ/dr)

For constant viscosity τ ∝ 1/r² and the last bracket vanishes. A thinning oxide has a τ that falls more slowly with r, so the bracket is positive. Going from the free surface to the silicon, tension on the rod then decreases and compression in the hole increases. Under a thick oxide the tension can even turn into compression: in the limit of constant τ, the mean stress at the silicon of a rod is τ[1 − 2 ln(b/a)], which is negative for b/a > 1.65.

Solubility now varies with position. Write S(r) = exp(mV_S/k_BT) and d(r) = exp(mV_D/k_BT), and let C be the local oxidant concentration. Oxidant at equilibrium has uniform C/S, so the flux is taken as the stress-free diffusivity times d S times the gradient of C/S; for uniform S this is the usual diffusion law. The flux again equals F_ox a/r, and at the silicon the reaction consumes oxidant in proportion to C = S(a)(C/S). The same elimination as in section 3, applied to C/S, gives

G = (B/2)/[(A/2) exp(−σ_nV_k/k_BT)/S(a) + ∫ a|dr|/(r d S)]

with the integral taken across the oxide. Numerical integration of the stresses and this resistance, with a root search for G, gives the following.

- For η₀ = 2 × 10¹² Pa s, G is 0.92 of the flat rate on the rod and 0.31 in the hole. Thinning removes more than half of the rod's shortfall from the flat rate.
- For η₀ = 1 × 10¹⁴ Pa s, the ratios are 0.64 and 0.08. On the rod the mean stress falls from +0.59 GPa at the surface to +0.16 GPa at the silicon; in the hole it goes from −0.60 to −1.17 GPa.

The signs and the retardation survive in these cases, but the magnitude depends strongly on the flow law.

**9. Beside real wet oxidation**

The values of A and B are rough ones for wet oxidation of (111) silicon near 920 °C. With A ≈ 1.1 µm and B ≈ 0.17 µm²/h, closer to (100) silicon at 900 °C, the rod and hole ratios become about 0.86 and 0.33. The activation volumes are round model choices. The viscosity is a chosen effective value, meant to represent wet oxide yielding under load; dry silica at low stress is far more viscous at this temperature. The ratios 0.80 and 0.19 are results of this parameter set, not measurements.

Of the neglected effects estimated here, crystal orientation is the largest for the rod. A reaction constant lower by a rough factor of 1.7 reduces the flat rate from 0.286 to 0.190 µm/h, a factor of 0.67, which exceeds the rod's whole stress effect. Each part of a curved interface must therefore be compared with a flat face of the same local orientation.

The other corrections are smaller on the rod; in the hole, film stress can matter as much as orientation. A rough film stress h = −0.1 GPa adds +0.04 GPa to σ_n on the rod and −0.07 GPa in the hole, and it also shifts the mean stress. Simply added to the flow stress, it changes G by about +3% on the rod and −8 to −10% in the hole, where the orientation factor gives −8%. It also lowers the flat reference rate by 6 to 8%. A rough surface energy of 0.3 J/m² gives capillary stresses of 1 and 3 MPa. With a shear modulus of roughly 30 GPa the elastic relaxation time η/modulus is 67 s, against 1260 s to grow 100 nm at the present flat rate, which supports the viscous description for most of the oxide. The newest few nanometres are an exception if oxide forms free of shear stress, because the shear stress is still building up there. Right at the silicon the mean stress then equals σ_n, which is compressive on the rod as well, so the gain in solubility assumed there is lost. The rates above leave this out. The layer is about as thick as the relaxation time times G: 4 nm on the rod, 1 nm in the hole, and about a third of the 20 nm oxide of section 6. A rough estimate in which the shear stress builds up with that relaxation time lowers the rod's ratio from 0.80 to about 0.71 and changes the hole's rate by about 2%.

A real corner joins flat faces, and its oxide can escape sideways. The full cylinder forbids this, so its stresses, above all the large ones in the hole, should not be carried over to a short arc between flat faces. The size of that error is not determined here.
